# Hall conductance measured between point contacts without scattering between edge channels: a numerical check

```python
# Result under test: for a point-contact injector (n_i open channels) and a
# point-contact collector (n_c open channels) joined by an edge without
# scattering between channels, the Hall conductance is max(n_i, n_c) e^2/h,
# whatever the number n_bulk of edge channels in the bulk.
# Terminals in order of edge flow: 1 injector, 2 collector, 3 drain,
# 4 voltage reference. Array indices are the terminal numbers minus one.
# T[a, b] is the transmission from terminal b to terminal a.
# Conductances are in e^2/h per spin-resolved channel.
import numpy as np
from scipy.constants import e, h

rng = np.random.default_rng(7)


def terminal_voltages(T):
    """Voltages for unit current from 1 to 3, with terminal 3 grounded."""
    T = np.array(T, dtype=float)
    np.fill_diagonal(T, 0.0)
    balance = np.diag(T.sum(axis=0)) - T
    free = [0, 1, 3]
    V = np.zeros(4)
    V[free] = np.linalg.solve(balance[np.ix_(free, free)], [1.0, 0.0, 0.0])
    return V


def hall_conductance(T):
    V = terminal_voltages(T)
    return 1.0 / (V[1] - V[3])


def opening(n_open, n_bulk):
    return (np.arange(n_bulk) < n_open).astype(float)


def edge_model(t_i, t_c, mixing=None):
    """Follow populations channel by channel around the sample edge."""
    n_bulk = len(t_i)
    M = np.eye(n_bulk) if mixing is None else mixing
    from_1, from_4 = M @ t_i, M @ (1.0 - t_i)
    T = np.zeros((4, 4))
    T[0, 3] = t_i.sum()
    T[1, 0], T[1, 3] = t_c @ from_1, t_c @ from_4
    T[2, 0], T[2, 3] = (1.0 - t_c) @ from_1, (1.0 - t_c) @ from_4
    T[2, 1] = t_c.sum()
    T[3, 2] = n_bulk
    return T


def random_mixing(size):
    """Squared moduli of a random unitary scattering matrix."""
    z = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    return np.abs(np.linalg.qr(z)[0]) ** 2


# Channel model: all openings for up to six bulk channels.
cases = 0
for n_bulk in range(1, 7):
    for n_i in range(1, n_bulk + 1):
        for n_c in range(1, n_bulk + 1):
            a, b = opening(n_i, n_bulk), opening(n_c, n_bulk)
            larger = max(n_i, n_c)
            T = edge_model(a, b)
            assert abs(hall_conductance(T) - larger) < 1e-10
            # Reversed field: every path is followed backwards.
            assert abs(hall_conductance(T.T) + n_bulk) < 1e-10
            # Mixing confined to the outermost channels is harmless.
            M = np.eye(n_bulk)
            M[:larger, :larger] = random_mixing(larger)
            assert abs(hall_conductance(edge_model(a, b, M)) - larger) < 1e-9
            # General mixing can only raise the Hall conductance.
            T = edge_model(a, b, random_mixing(n_bulk))
            assert hall_conductance(T) > larger - 1e-9
            # Partial and complete equilibration.
            for p in (0.25, 0.5, 1.0):
                M = (1 - p) * np.eye(n_bulk) + p / n_bulk
                R = 1.0 / hall_conductance(edge_model(a, b, M))
                assert abs(R - (1 - p) / larger - p / n_bulk) < 1e-10
            cases += 1

# Both contacts partly transmit the same channel.
t, s = 0.5, 0.5
G_partial = hall_conductance(edge_model(np.array([1, t, 0]),
                                        np.array([1, s, 0])))
assert abs(G_partial - (1 + t) * (1 + s) / (1 + t * s)) < 1e-12
assert G_partial > 1 + max(t, s)
# Only one contact has a partly open channel: the larger opening still rules.
G_one_partial = hall_conductance(edge_model(np.array([1, t, 0]),
                                            np.array([1.0, 1.0, 0])))
assert abs(G_one_partial - 2.0) < 1e-12

# Microscopic test: square lattice, hopping energy 1, lattice spacing 1.
# Left and right ends are each cut into two leads; barriers in the upper
# leads act as point contacts. No edge-channel picture is put in.
flux = 0.25          # magnetic phase per plaquette, radians
half = 24            # width of one lead, sites
end, middle = 110, 30
length = 2 * end + middle
barrier_width = 18.0

sites = np.arange(25) - 12
well = np.diag(4 - 2 * np.cos(flux * sites)) - np.eye(25, k=1) - np.eye(25, k=-1)
levels = np.linalg.eigvalsh(well)[:4]


def midgap(n):
    """Energy with n Landau levels below it."""
    return 0.5 * (levels[n - 1] + levels[n])


def lead_self_energy(energy, H, hop):
    """Self-energy of a semi-infinite lead by repeated doubling."""
    z = (energy + 1e-6j) * np.eye(len(H))
    a, b = hop.copy(), hop.conj().T.copy()
    surface, bulk = H.astype(complex), H.astype(complex)
    for _ in range(60):
        g = np.linalg.inv(z - bulk)
        agb, bga = a @ g @ b, b @ g @ a
        surface = surface + agb
        bulk = bulk + agb + bga
        a, b = a @ g @ a, b @ g @ b
        if max(np.abs(a).max(), np.abs(b).max()) < 1e-13:
            break
    else:
        raise RuntimeError("lead iteration did not converge")
    return hop @ np.linalg.inv(z - surface) @ hop.conj().T


def lattice_T(n_bulk, n_i, n_c, field_sign=1, disorder=None):
    energy = midgap(n_bulk)
    width = 2 * half
    u = -np.exp(-1j * field_sign * flux * np.arange(width))
    hop = np.diag(u)
    whole = 4 * np.eye(width) - np.eye(width, k=1) - np.eye(width, k=-1)
    cut = whole.copy()
    cut[half - 1, half] = cut[half, half - 1] = 0.0
    pot = np.zeros((length, width))
    x = np.arange(end)
    bump = np.exp(-((x - (end - 1) / 2) / barrier_width) ** 2)
    pot[:end, half:] = ((energy - midgap(n_i)) * bump)[:, None]
    pot[-end:, half:] = ((energy - midgap(n_c)) * bump)[:, None]
    if disorder is not None:
        pot = pot + disorder
    sigma_L = lead_self_energy(energy, cut, hop.conj().T)
    sigma_R = lead_self_energy(energy, cut, hop)
    one = np.eye(width)
    for j in range(length):
        H = cut if (j < end or j >= length - end) else whole
        A = energy * one - H - np.diag(pot[j])
        if j == 0:
            RR = np.linalg.inv(A - sigma_L)
            LL, LR, RL = RR.copy(), RR.copy(), RR.copy()
            continue
        A = A - u.conj()[:, None] * RR * u[None, :]
        if j == length - 1:
            A = A - sigma_R
        RR = np.linalg.inv(A)
        LR_u, u_RL = LR * u[None, :], u.conj()[:, None] * RL
        new_LR = LR_u @ RR
        LL = LL + new_LR @ u_RL
        LR, RL = new_LR, RR @ u_RL
    G = {"LL": LL, "LR": LR, "RL": RL, "RR": RR}
    gamma = {"L": 1j * (sigma_L - sigma_L.conj().T),
             "R": 1j * (sigma_R - sigma_R.conj().T)}
    upper, lower = slice(half, width), slice(0, half)
    terminals = [("L", upper), ("R", upper), ("R", lower), ("L", lower)]
    T = np.zeros((4, 4))
    for a, (side_a, rows_a) in enumerate(terminals):
        for b, (side_b, rows_b) in enumerate(terminals):
            if a != b:
                g = G[side_a + side_b][rows_a, rows_b]
                out = gamma[side_a][rows_a, rows_a]
                inc = gamma[side_b][rows_b, rows_b]
                T[a, b] = np.trace(out @ g @ inc @ g.conj().T).real
    # Current conservation: total transmission in equals total out.
    assert np.allclose(T.sum(axis=0), T.sum(axis=1), atol=2e-3)
    return T


lattice_rows = []
for n_bulk, n_i, n_c in [(3, 1, 1), (3, 1, 2), (3, 2, 1), (3, 2, 2),
                         (3, 3, 1), (2, 1, 1)]:
    T = lattice_T(n_bulk, n_i, n_c)
    G_H = hall_conductance(T)
    # Tolerances allow for weak residual mixing at barriers of finite length.
    assert abs(T[0, 3] - n_i) < 0.01 and abs(T[2, 1] - n_c) < 0.01
    assert abs(T[3, 2] - n_bulk) < 0.01
    assert abs(T[1, 0] - min(n_i, n_c)) < 0.02
    assert abs(G_H - max(n_i, n_c)) < 0.02 * max(n_i, n_c)
    lattice_rows.append((n_bulk, n_i, n_c, T[1, 0], G_H))

G_reversed = hall_conductance(lattice_T(3, 1, 2, field_sign=-1))
assert abs(G_reversed + 3) < 0.03

rough = rng.uniform(-1.0, 1.0, size=(middle, 12))
on_path, off_path = np.zeros((length, 2 * half)), np.zeros((length, 2 * half))
on_path[end:end + middle, -12:] = rough
off_path[end:end + middle, :12] = rough
T_on = lattice_T(3, 1, 1, disorder=on_path)
G_on = hall_conductance(T_on)
G_off = hall_conductance(lattice_T(3, 1, 1, disorder=off_path))
assert G_on > 1.05
assert abs(G_on * T_on[1, 0] / (T_on[0, 3] * T_on[2, 1]) - 1) < 5e-3
assert abs(G_off - 1) < 0.02

# Worked example.
n_bulk, n_i, n_c, current = 3, 1, 2, 1e-9
unit = e ** 2 / h
a, b = opening(n_i, n_bulk), opening(n_c, n_bulk)
T = edge_model(a, b)
V = terminal_voltages(T) * current / unit * 1e6
V_swap = terminal_voltages(edge_model(b, a)) * current / unit * 1e6
V_back = terminal_voltages(T.T) * current / unit * 1e6
mixed = np.full((n_bulk, n_bulk), 1 / n_bulk)
V_mixed = terminal_voltages(edge_model(a, b, mixed)) * current / unit * 1e6
G_half = hall_conductance(edge_model(a, b, 0.5 * np.eye(3) + 0.5 * mixed))

print(f"conductance quantum e^2/h = {unit * 1e6:.4f} microsiemens")
print(f"channel-model cases tested = {cases}")
print(f"example: N_L = {n_bulk}, N_i = {n_i}, N_c = {n_c}, I = {current * 1e9:.1f} nA")
for p, q in [(1, 4), (2, 1), (2, 4), (3, 1), (3, 2), (3, 4), (4, 3)]:
    print(f"example transmission T_{p}{q} = {T[p - 1, q - 1]:.0f}")
print("example voltages V1, V2, V3, V4 = "
      + ", ".join(f"{v:.3f}" for v in V) + " microvolt")
print(f"example Hall voltage V2-V4 = {V[1] - V[3]:.3f} microvolt")
G_example = hall_conductance(T)
print(f"example Hall conductance = {G_example:.3f} e^2/h")
print(f"example Hall conductance = {G_example * unit * 1e6:.3f} microsiemens")
print(f"swapped openings: V1 = {V_swap[0]:.3f} microvolt")
print(f"swapped openings: V2-V4 = {V_swap[1] - V_swap[3]:.3f} microvolt")
print(f"reversed field: V2-V4 = {V_back[1] - V_back[3]:.3f} microvolt")
print(f"reversed field: Hall conductance = {hall_conductance(T.T):.3f} e^2/h")
print(f"full equilibration: V2-V4 = {V_mixed[1] - V_mixed[3]:.3f} microvolt")
G_mixed = hall_conductance(edge_model(a, b, mixed))
print(f"full equilibration: Hall conductance = {G_mixed:.3f} e^2/h")
print(f"full equilibration: Hall conductance = {G_mixed * unit * 1e6:.3f} microsiemens")
print(f"half equilibration (p = 0.5): Hall conductance = {G_half:.3f} e^2/h")
print(f"both contacts 1 + {t} channels: Hall conductance = {G_partial:.3f} e^2/h")
print(f"contacts 1 + {t} and 2 channels: Hall conductance = {G_one_partial:.3f} e^2/h")
print(f"lattice: phase per plaquette = {flux} rad, "
      f"magnetic length = {flux ** -0.5:.2f} sites")
print(f"lattice: lead width = {half} sites, device length = {length} sites")
print("lattice: lowest Landau levels = "
      + ", ".join(f"{v:.4f}" for v in levels) + " hopping energies")
for nb, ni, nc, t21, g in lattice_rows:
    print(f"lattice N_L={nb} N_i={ni} N_c={nc}: T_21 = {t21:.4f}, "
          f"G_H = {g:.4f} e^2/h")
print(f"lattice N_L=3 N_i=1 N_c=2, reversed field: G_H = {G_reversed:.4f} e^2/h")
print(f"lattice N_L=3 N_i=N_c=1, disorder between contacts: "
      f"T_21 = {T_on[1, 0]:.4f}, G_H = {G_on:.4f} e^2/h")
print(f"lattice N_L=3 N_i=N_c=1, disorder on opposite edge: "
      f"G_H = {G_off:.4f} e^2/h")
print("all assertions hold")
```

Running it gives:

```
conductance quantum e^2/h = 38.7405 microsiemens
channel-model cases tested = 91
example: N_L = 3, N_i = 1, N_c = 2, I = 1.0 nA
example transmission T_14 = 1
example transmission T_21 = 1
example transmission T_24 = 1
example transmission T_31 = 0
example transmission T_32 = 2
example transmission T_34 = 1
example transmission T_43 = 3
example voltages V1, V2, V3, V4 = 25.813, 12.906, 0.000, 0.000 microvolt
example Hall voltage V2-V4 = 12.906 microvolt
example Hall conductance = 2.000 e^2/h
example Hall conductance = 77.481 microsiemens
swapped openings: V1 = 12.906 microvolt
swapped openings: V2-V4 = 12.906 microvolt
reversed field: V2-V4 = -8.604 microvolt
reversed field: Hall conductance = -3.000 e^2/h
full equilibration: V2-V4 = 8.604 microvolt
full equilibration: Hall conductance = 3.000 e^2/h
full equilibration: Hall conductance = 116.221 microsiemens
half equilibration (p = 0.5): Hall conductance = 2.400 e^2/h
both contacts 1 + 0.5 channels: Hall conductance = 1.800 e^2/h
contacts 1 + 0.5 and 2 channels: Hall conductance = 2.000 e^2/h
lattice: phase per plaquette = 0.25 rad, magnetic length = 2.00 sites
lattice: lead width = 24 sites, device length = 250 sites
lattice: lowest Landau levels = 0.2423, 0.7116, 1.1511, 1.5615 hopping energies
lattice N_L=3 N_i=1 N_c=1: T_21 = 1.0000, G_H = 1.0000 e^2/h
lattice N_L=3 N_i=1 N_c=2: T_21 = 1.0000, G_H = 2.0000 e^2/h
lattice N_L=3 N_i=2 N_c=1: T_21 = 1.0000, G_H = 2.0000 e^2/h
lattice N_L=3 N_i=2 N_c=2: T_21 = 2.0000, G_H = 2.0000 e^2/h
lattice N_L=3 N_i=3 N_c=1: T_21 = 1.0000, G_H = 3.0000 e^2/h
lattice N_L=2 N_i=1 N_c=1: T_21 = 1.0000, G_H = 1.0000 e^2/h
lattice N_L=3 N_i=1 N_c=2, reversed field: G_H = -3.0000 e^2/h
lattice N_L=3 N_i=N_c=1, disorder between contacts: T_21 = 0.2014, G_H = 4.9650 e^2/h
lattice N_L=3 N_i=N_c=1, disorder on opposite edge: G_H = 1.0000 e^2/h
all assertions hold
```
